# Why a real mask images equally on both sides of focus

**Q.** I am told that a projection lens prints the same aerial image a distance $z$ above focus as a distance $z$ below it. A converging beam and a diverging beam are different things. Why should the images agree?

**A.** For a general object they don't. To see when they do, we need the image formula with its phases intact.

Take a scalar field with time factor $e^{-i\omega t}$, travelling towards positive $z$ in air, with focus at $z=0$. Let $\mathbf x$ be the transverse position in wafer coordinates, with the magnification scaled out. A plane wave of transverse frequency $\mathbf g$ is $\exp(2\pi i\,\mathbf g\cdot\mathbf x+ik_zz)$. The Helmholtz equation requires
$$(2\pi g)^2+k_z^2=(2\pi/\lambda)^2 ,$$
so $k_z=2\pi\sqrt{1/\lambda^2-g^2}$. Removing the phase $2\pi z/\lambda$, which all waves share, leaves the defocus factor $e^{iz\kappa(\mathbf g)}$ with
$$\kappa(\mathbf g)=2\pi\left[\sqrt{1/\lambda^2-g^2}-1/\lambda\right].$$
The lens passes $g\le \mathrm{NA}/\lambda$ with $\mathrm{NA}<1$, so $\kappa$ is real. It depends on $g^2$, so $\kappa(-\mathbf g)=\kappa(\mathbf g)$.

**Q.** Where do the mask and the source enter?

**A.** A source point $\mathbf s$ illuminates the mask with $e^{2\pi i\mathbf s\cdot\mathbf x}$. A thin mask multiplies this by a transmission $t(\mathbf x)$ that does not depend on $\mathbf s$. Define
$$T(\mathbf f)=\int t(\mathbf x)e^{-2\pi i\mathbf f\cdot\mathbf x}d^2x .$$
The mask component $\mathbf f$ leaves with frequency $\mathbf f+\mathbf s$ and is multiplied by the pupil $P(\mathbf f+\mathbf s)$. The image field is $e^{2\pi i\mathbf s\cdot\mathbf x}A$, where
$$A(\mathbf x;\mathbf s,z)=\int T(\mathbf f)P(\mathbf f+\mathbf s)e^{iz\kappa(\mathbf f+\mathbf s)}e^{2\pi i\mathbf f\cdot\mathbf x}d^2f .$$
The prefactor has unit modulus and drops out of the intensity. Different source points are mutually incoherent, so their intensities add with weights $S(\mathbf s)\ge0$:
$$I(\mathbf x;z)=\frac{\int S(\mathbf s)|A(\mathbf x;\mathbf s,z)|^2d^2s}{\int S(\mathbf s)d^2s}.$$
This is partially coherent imaging: each point is coherent with itself, and the extended source is a sum of such points.

**Q.** Reversing $z$ changes the sign of one phase in $A$. The other phases stay. I see no symmetry.

**A.** Complex conjugation reverses all of them, and a detector cannot distinguish $A$ from $A^*$:
$$A^*(\mathbf x;\mathbf s,z)=\int T^*(\mathbf f)P^*(\mathbf f+\mathbf s)e^{-iz\kappa(\mathbf f+\mathbf s)}e^{-2\pi i\mathbf f\cdot\mathbf x}d^2f .$$
Now rename $\mathbf f\to-\mathbf f$, which leaves the area element unchanged. Evenness of $\kappa$ gives $\kappa(\mathbf s-\mathbf f)=\kappa(\mathbf f-\mathbf s)$, so
$$A^*(\mathbf x;\mathbf s,z)=\int T^*(-\mathbf f)P^*(\mathbf s-\mathbf f)e^{-iz\kappa(\mathbf f-\mathbf s)}e^{2\pi i\mathbf f\cdot\mathbf x}d^2f .$$
The right side is again an image amplitude, with these replacements:

- $T^*(-\mathbf f)$ is the transform of $t^*$, as conjugating the definition of $T(-\mathbf f)$ shows.
- $P^*(\mathbf s-\mathbf f)=\tilde P(\mathbf f-\mathbf s)$, where $\tilde P(\mathbf g)=P^*(-\mathbf g)$.
- The source point is $-\mathbf s$ and the defocus is $-z$.

Take the squared modulus, multiply by $S(\mathbf s)$, integrate, and rename $\mathbf s\to-\mathbf s$:
$$I[t,S(\mathbf s),P(\mathbf g);z]=I[t^*,S(-\mathbf s),P^*(-\mathbf g);-z].$$
No symmetry of mask, source or pupil has been assumed yet.

**Q.** Then which assumptions give the result I was told?

**A.** Those that make the replaced system identical to the original: $t^*=t$, $S(-\mathbf s)=S(\mathbf s)$ and $P^*(-\mathbf g)=P(\mathbf g)$. An aberration-free real pupil with $P(-\mathbf g)=P(\mathbf g)$ satisfies the last condition. Then
$$I(\mathbf x;z)=I(\mathbf x;-z)\quad\text{at every }\mathbf x .$$
The mask may also carry one constant phase, since $e^{i\theta}t$ gives the same intensity as $t$. Negative transmission is allowed, so an ideal 180° phase-shift mask qualifies. The pattern itself need not be symmetric.

**Q.** An oblique beam walks sideways as focus changes. Surely that distinguishes the two sides.

**A.** It does for one source point. For small $g$, expanding the square root gives $\kappa\approx-\pi\lambda g^2$, and hence
$$\kappa(\mathbf f+\mathbf s)-\kappa(\mathbf s)\approx-2\pi\lambda\,\mathbf f\cdot\mathbf s-\pi\lambda f^2 .$$
The first term combines with $2\pi\mathbf f\cdot\mathbf x$ to give $2\pi\mathbf f\cdot(\mathbf x-\lambda z\mathbf s)$: the image moves by $\lambda z\mathbf s$. The opposite source point moves it by $-\lambda z\mathbf s$. Without the small-$g$ approximation, the conjugation argument gives
$$|A(\mathbf x;\mathbf s,z)|^2=|A(\mathbf x;-\mathbf s,-z)|^2 .$$
The two members of a source pair exchange roles when focus is reversed.

**Q.** I would like to see this on a pattern that has no helpful symmetry.

**A.** A test used a 6 by 6 mosaic of real transmissions drawn between $-1$ and 1, repeated every 600 nm and sampled at 24 by 24 points per period, with $\lambda=193$ nm and NA 0.85. Let $\mathbf u$ denote a source or pupil frequency divided by $\mathrm{NA}/\lambda$. The source filled $u\le0.8$ with weight $1+0.5u_xu_y$, and the pupil was $1-0.3(u_x^2+0.5u_xu_y)$. Intensities are relative to a fully transparent mask with a unit pupil.

At 60 random positions the images at $\pm120$ nm differed by at most $6\times10^{-17}$, which is rounding error. Between focus and 120 nm the image changed by up to 0.059, so the agreement was not due to insensitivity to focus. For the single source point $\mathbf u=(0.43,0.21)$ the two sides differed by up to 0.25.

**Q.** Does each assumption matter, or are some just convenient?

**A.** Relaxing them one at a time in the same test gave these largest differences between $+120$ and $-120$ nm:

- Mask phases drawn between $-1.2$ and 1.2 rad: 0.075.
- Source weight $1+0.5\tanh[3(u_x+0.5u_y)]$: 0.043.
- Pupil $e^{0.8iu^4}$, an even phase aberration: 0.105.
- Pupil $1+0.3u_x$, real but lopsided: 0.023.

Freedom from aberration is more than is needed. If $P=|P|e^{iW}$, the condition $P^*(-\mathbf g)=P(\mathbf g)$ asks for even $|P|$ and odd $W$, up to multiples of $2\pi$. Coma is odd and preserves the symmetry. The pupil $e^{0.8iu_x^3}$ gave a difference of $6\times10^{-17}$.

These are sufficient conditions. Special patterns can keep a related, mirrored symmetry when one fails. Suppose $t$ is real and also $t(-\mathbf x)=t(\mathbf x)$, with a real even pupil. Then $T$ is even, and renaming $\mathbf f\to-\mathbf f$ in $A$ gives $A(\mathbf x;-\mathbf s,z)=A(-\mathbf x;\mathbf s,z)$. Combined with the pair relation,
$$|A(\mathbf x;\mathbf s,z)|^2=|A(\mathbf x;-\mathbf s,-z)|^2=|A(-\mathbf x;\mathbf s,-z)|^2 .$$
Thus $I(\mathbf x;z)=I(-\mathbf x;-z)$ for any source. A centred line keeps equal widths at $\pm z$ even under a lopsided source, while its position may move.

**Q.** What does the symmetry say about small focus errors?

**A.** Let $B$ be the integral for $A$ with an extra factor $\kappa(\mathbf f+\mathbf s)$. Differentiating the defocus phase gives $\partial A/\partial z=iB$, so
$$\frac{\partial|A|^2}{\partial z}=2\,\mathrm{Re}(iA^*B)=-2\,\mathrm{Im}(A^*B),$$
$$\frac{\partial I}{\partial z}=-\frac{2\int S\,\mathrm{Im}(A^*B)d^2s}{\int S\,d^2s}.$$
At $z=0$, under the stated conditions, conjugation gives $A(-\mathbf s)=A^*(\mathbf s)$ and $B(-\mathbf s)=B^*(\mathbf s)$. Therefore $\mathrm{Im}(A^*B)$ changes sign between paired source points, and the integral vanishes. The first possible change is quadratic in $z$. One such image also cannot reveal the sign of its defocus; a suitable phase object can, because its slope need not vanish.

**Q.** Give me a case where I can follow a mask phase error by hand.

**A.** Take on-axis coherent light, $P=1$, and equal lines and spaces of pitch $p=280$ nm. Three orders pass, with amplitudes $a_1,a_0,a_1$. Writing $c=\cos(2\pi x/p)$ and $\kappa_1=\kappa(1/p)$,
$$A=a_0+2a_1e^{i\kappa_1z}c,$$
$$I=|a_0|^2+4\,\mathrm{Re}(a_0^*a_1e^{i\kappa_1z})c+4|a_1|^2c^2 .$$
Let the space transmit 1 and the line, centred at $x=0$, transmit $\tau=-qe^{i\delta}$. The average is $a_0=(1+\tau)/2$. Integrating the line's excess transmission $\tau-1$ over its width gives
$$a_1=\frac{\tau-1}{p}\int_{-p/4}^{p/4}e^{-2\pi ix/p}dx=\frac{\tau-1}{\pi}.$$
With $\eta=\arg(-a_1/a_0)$, the middle term of $I$ is $-4|a_0a_1|\cos(\eta+\kappa_1z)\,c$. The image is symmetric about, and its fundamental modulation is greatest at,
$$z_0=-\eta/\kappa_1 .$$
For small $\delta$, the phases of $1+qe^{i\delta}$ and $1-qe^{i\delta}$ are $q\delta/(1+q)$ and $-q\delta/(1-q)$. Their difference is
$$\eta\approx\frac{2q\delta}{1-q^2}.$$
A 6% absorber has $q=\sqrt{0.06}=0.245$. For $\delta=3^\circ=0.0524$ rad this gives $\eta\approx0.0273$ rad. Since $\kappa_1=-0.00897$ rad/nm, $z_0=0.0273/0.00897=3.04$ nm. A direct search for the greatest modulation also gave 3.04 nm.

**Q.** And a lithographic pattern under an extended source?

**A.** Use an ideal 6% attenuated phase-shift mask with an annular source from 0.5 to 0.8 of the pupil radius. The period is 600 nm. Lines 100 and 140 nm wide are centred at 130 and 390 nm, leaving gaps of 140 and 220 nm. An inversion would have to map the narrow line onto itself or a periodic copy. It would then send the wide line's centre to 470 nm instead of 390 nm, so the pattern has no inversion centre.

At 100 nm defocus the phase at the pupil edge, relative to the axis, is
$$\frac{2\pi(100)}{193}\left(\sqrt{1-0.85^2}-1\right)=-1.54\ \text{rad}.$$
The threshold is 0.3065 of the clear-field intensity, chosen so that the narrow line prints at 100 nm in focus. With this threshold held fixed:

- At $z=0$, the widths are 100.0 and 143.7 nm.
- At $z=\pm50$ nm, they are 99.8 and 142.4 nm.
- At $z=\pm100$ nm, they are 98.9 and 138.4 nm.
- At $z=\pm150$ nm, they are 97.1 and 131.3 nm.

For the source grid used, the narrow line loses about 0.24, 1.07 and 2.94 nm at the three distances. The ratios are roughly 1 : 4.5 : 12, whereas a purely quadratic law would give 1 : 4 : 9. Higher even powers therefore matter here.

The source was represented by 780 points. A finer grid changed the narrow width at 100 nm defocus by $-0.26$ nm. In focus the change is larger, about half a nanometre, so a finer source also reduces the small losses quoted above by roughly a fifth. If the threshold is then reset so that the narrow line again prints at 100 nm (0.3085), the losses are about 0.17, 0.80 and 2.3 nm and the wide line prints near 144.5 nm in focus. The last digit of the widths listed above is therefore not converged. The equality is unaffected, because the point grid is itself inversion-symmetric.

**Q.** Light is a vector field, and NA 0.85 is not small. Does that spoil the argument?

**A.** Not for unpolarized light, provided the mask does not alter polarization. Let $\boldsymbol\alpha=\lambda\mathbf g$ and $\gamma=\sqrt{1-\alpha^2}$. The lens leaves the tangential part of an input polarization $\mathbf e$ alone and tilts the radial part. The outgoing vector is
$$\mathbf e-\frac{\boldsymbol\alpha(\boldsymbol\alpha\cdot\mathbf e)}{1+\gamma}-\hat{\mathbf z}(\boldsymbol\alpha\cdot\mathbf e),$$
where $(1-\gamma)/\alpha^2=1/(1+\gamma)$ was used. Energy conservation on the image side adds the even factor $1/\sqrt\gamma$, because the power through a horizontal area is proportional to $\gamma|\mathbf E|^2$.

The transverse factors are real and even; the axial factor is real and odd. Conjugation thus gives $E_j^*(\mathbf s,z)=\pm E_j(-\mathbf s,-z)$ for each component, apart from the common illumination phase, and the sign disappears on squaring. Averaging two perpendicular inputs gives the unpolarized result. At the same relative threshold the in-focus narrow width becomes 95.1 nm: the size changes by about 5 nm, while the focus symmetry remains. Roughly 2 nm of this comes from the factor $1/\sqrt\gamma$ alone and the rest from the tilt of the polarization. The figure refers to an image in air; inside a resist the rays are less steep and the polarization part is smaller.

**Q.** How far would a real exposure depart from the ideal symmetry?

**A.** These wavelength, aperture and mask values are roughly typical of dry 193 nm lithography. Real masks have thickness, real lenses have residual aberrations, and resist records light throughout a film. The following estimates use assumed, rough inputs. Each gives the narrow width at $+100$ nm minus that at $-100$ nm, at the fixed threshold:

- A 3° absorber phase error: $-0.2$ nm.
- Mask-edge fields, modelled by 2.5 nm strips of added amplitude $i$: $-0.1$ nm.
- Spherical aberration of 0.005 waves rms: $-0.6$ nm.
- Source halves weighted 1.02 and 0.98: $-0.6$ nm.
- A 150 nm film of index 1.7 and absorption $1.2\ \mu\mathrm m^{-1}$: about $-2$ nm.

These values use the 780-point source. With a finer source and the threshold reset to print 100 nm in focus, the spherical value is nearer $-0.65$ nm and the film value nearer $-1.6$ nm; the others keep the digit shown. The edge strips are no substitute for a full electromagnetic mask calculation. Resist reflections, diffusion and development are omitted. Laser bandwidth, represented by a symmetric focus blur of 30 nm rms, preserves the symmetry because it averages equal weights at opposite focus offsets. It changes the in-focus narrow width by less than 0.1 nm and the wide one by about 0.5 nm.

**Q.** The film is the largest culprit. Is the symmetry lost, or merely centred elsewhere?

**A.** Mostly the latter. Let $z$ locate the film surface. At depth $d$ the phase is $z\kappa+d\kappa_r$, where $\kappa_r=2\pi[\sqrt{n^2/\lambda^2-g^2}-n/\lambda]$. Only phase differences between interfering beams affect the image. With $\alpha=\lambda g$, differentiating $\kappa_r$ and $\kappa$ with respect to $\alpha^2$ and dividing gives
$$\frac{d\kappa_r}{d\kappa}=\sqrt{\frac{1-\alpha^2}{n^2-\alpha^2}},$$
which falls from $1/n=0.59$ on the axis to 0.36 at the pupil edge. For any two beams, the difference in $\kappa_r$ divided by the difference in $\kappa$ lies between these values. To first order in absorption, the mean recording depth is $D/2-\mu D^2/12=75-2.25\approx73$ nm, with $D$ the thickness and $\mu$ the absorption coefficient. The centre of symmetry should then lie roughly between $-0.36(73)=-26$ nm and $-0.59(73)=-43$ nm.

Minimizing the rms difference between images 100 nm on either side gave $-36$ nm. The largest intensity difference fell from 0.062 to 0.0023 of the clear field. Nearly all of what remains arises because $\kappa_r$ is not proportional to $\kappa$. Absorption also weights the depths unevenly about their mean, but for this weakly absorbing film that contributes very little. If $\kappa_r$ were proportional to $\kappa$ and all depths counted equally, the average over depth would be exactly symmetric about a shifted centre.

**Q.** Can I always repair an asymmetric focus curve by such a shift?

**A.** No. For the 3° phase error under the annular source, the best shift was $-0.1$ nm, and the largest intensity difference stayed near 0.002. In the on-axis three-beam case the same phase error was a pure focus shift. Here a diffracted order has defocus phase $z[\kappa(\mathbf f+\mathbf s)-\kappa(\mathbf s)]$ relative to the undiffracted beam, and this depends both on the order $\mathbf f$ and on the source point. One $z$ cannot in general compensate the mask phase for all such pairs. The number of orders matters even without an extended source: for this two-line mask under on-axis light, the best shift of 2.6 nm still leaves a difference of 0.005 out of 0.021.

An asymmetric aerial-image focus curve therefore shows that at least one assumption has failed, or that the zero of focus is misplaced. It does not by itself identify which. The numerical output below gives the individual differences and recentring distances.

## Values computed for the example and the checks

```
Wavelength 193 nm; photon energy 6.424 eV
NA 0.85; annulus 0.5 to 0.8; source points 780
Mask period 600 nm; line centres, widths ((130.0, 100.0), (390.0, 140.0)) nm
Absorber amplitude -0.2449; intensity 0.060
Pupil-edge phase at 100 nm defocus -1.5406 rad
General identity, max intensity error 8.3e-17
Ideal 2D test, max +/-120 nm difference 5.6e-17
Same test, change from focus to 120 nm 0.0590
One source point alone, +/-120 nm difference 0.2463
Broken by complex mask: max intensity difference 0.0745
Broken by lopsided source: max intensity difference 0.0432
Broken by even phase aberration: max intensity difference 0.1047
Broken by lopsided real pupil: max intensity difference 0.0233
Odd phase aberration: difference 5.6e-17
Helmholtz relative residual 4.7e-05
Threshold / clear-field intensity 0.3065
z -150 nm: widths 97.063, 131.289 nm; I(130 nm) 0.12474
z -100 nm: widths 98.930, 138.399 nm; I(130 nm) 0.08568
z  -50 nm: widths 99.764, 142.406 nm; I(130 nm) 0.06046
z   +0 nm: widths 100.000, 143.713 nm; I(130 nm) 0.05174
z  +50 nm: widths 99.764, 142.406 nm; I(130 nm) 0.06046
z +100 nm: widths 98.930, 138.399 nm; I(130 nm) 0.08568
z +150 nm: widths 97.063, 131.289 nm; I(130 nm) 0.12474
Finer source changes narrow width at 100 nm by -0.262 nm
Three-beam pitch 280 nm; phase error 3.0 deg
Three-beam eta 0.02727 rad; kappa1 -0.008969 rad/nm
Focus shift: formula 3.040, search 3.040 nm
Assumed edge strips 2.5 nm wide, added amplitude i
Assumed spherical 0.005 waves rms; source imbalance +/-2%
Assumed resist: index 1.7, depth 150 nm, absorption 1.2 /um
Effects below: image at +100 nm minus image at -100 nm
absorber phase: max dI 0.00170; width -0.193, centre +0.085 nm
  best recentring -0.13 nm; remaining max dI 0.00176
mask edge fields: max dI 0.00812; width -0.117, centre -0.168 nm
  best recentring -2.22 nm; remaining max dI 0.00501
spherical: max dI 0.00869; width -0.593, centre +0.186 nm
  best recentring -1.45 nm; remaining max dI 0.00836
source imbalance: max dI 0.00650; width -0.606, centre +0.105 nm
  best recentring +0.13 nm; remaining max dI 0.00658
resist film: max dI 0.06200; width -2.040, centre +1.720 nm
  best recentring -36.15 nm; remaining max dI 0.00234
Vector at focus: max dI 0.0678; narrow width 95.088 nm
Focus blur at focus: max dI 0.0043; narrow width 99.916 nm
Assumed focus blur 30 nm rms
```
